Square-Root Motion of an Acid–Base Neutralization Front at Equal Diffusivities

**Two wrong estimates of a front displacement**

Suppose that a neutralization front in a resist has moved 3.69 nm into the quencher-loaded region after 15 s of bake. Extrapolation at constant average speed puts it at 14.8 nm after 60 s. For the diffusion model below the correct position is 7.39 nm, so the extrapolation doubles the displacement of the front. A second tempting estimate divides the base neutralized per unit area by the initial base concentration, as if the front consumed just the base in the layer it sweeps. In the same example this gives 13.9 nm, again almost twice too much. The first estimate misses the square-root law; the second misses the base that diffuses to the front from ahead of it.

**Model and sign convention**

The coordinate x is perpendicular to the initial boundary. At time t = 0, acid of uniform concentration a₀ fills x < 0 and base of uniform concentration b₀ fills x > 0. Both concentrations are positive. The medium is unbounded, and nothing varies along the boundary. A positive front position x_f means that the front has moved into the base.

Let a(x,t) and b(x,t) be the concentrations and R(x,t) the number of acid–base pairs annihilated per volume and time. Each event removes one acid and one base, so the same R enters both balances. With a common, constant diffusivity D,

∂a/∂t = D ∂²a/∂x² − R,
∂b/∂t = D ∂²b/∂x² − R.

This is a mean-field continuum description: a and b are averages over many molecules along the front. Molecular noise in the edge is outside it. No further acid is generated, and no other reaction removes acid or base.

Instantaneous annihilation means that acid and base cannot coexist at a point:

a b = 0 for t > 0.

R is then concentrated at the front and is not known in advance. The next step removes it.

**The difference obeys plain diffusion**

Define u = a − b. Subtracting the second balance from the first gives

∂u/∂t = D ∂²a/∂x² − R − D ∂²b/∂x² + R = D ∂²u/∂x².

The loss terms cancel because the stoichiometry is one to one. The diffusion terms combine because the diffusivities are equal. Nothing was assumed about the speed of the reaction. The initial values are u = a₀ for x < 0 and u = −b₀ for x > 0.

The solution is the initial profile convolved with the heat kernel:

u(x,t) = (4πDt)^(−1/2) ∫ u(y,0) exp[−(x − y)²/(4Dt)] dy.

Put X = x/(2√(Dt)) and q = (y − x)/(2√(Dt)), so that dy = 2√(Dt) dq. The prefactor becomes 1/√π, and the point y = 0 becomes q = −X. With erf(X) = (2/√π)∫₀^X exp(−q²) dq, the weights of the two half-spaces are

acid side: (1/√π) ∫ from −∞ to −X of exp(−q²) dq = [1 − erf(X)]/2,
base side: (1/√π) ∫ from −X to ∞ of exp(−q²) dq = [1 + erf(X)]/2.

Therefore

u = a₀[1 − erf(X)]/2 − b₀[1 + erf(X)]/2
  = (a₀ − b₀)/2 − [(a₀ + b₀)/2] erf(X).

Far to the left erf(X) → −1 and u → a₀; far to the right erf(X) → 1 and u → −b₀, as required.

**Front position**

Since a b = 0 and neither concentration is negative, the sign of u tells which species is present:

a = max(u, 0), b = max(−u, 0).

The error function increases strictly, so u decreases strictly from a₀ to −b₀ and has a single zero. That zero is the front. Setting u = 0 gives

erf(x_f/(2√(Dt))) = (a₀ − b₀)/(a₀ + b₀).

The right side does not depend on time, so the argument on the left cannot either. Call it η and write r = a₀/b₀. Then

x_f(t) = 2η√(Dt),
erf(η) = (a₀ − b₀)/(a₀ + b₀) = (r − 1)/(r + 1).

The concentration ratio fixes the dimensionless coefficient η. The position in nanometres also needs the diffusion length √(Dt). Multiplying both concentrations by the same factor leaves the front where it was.

The velocity is

dx_f/dt = η√(D/t) = x_f/(2t).

For a₀ ≠ b₀ its magnitude diverges as t → 0 because the initial step is infinitely sharp, but the displacement stays finite. At the original boundary X = 0, so u = (a₀ − b₀)/2 at every t > 0. If acid is in excess and annihilation is instantaneous, this is the acid concentration there, and since u decreases with x it is also an upper bound on the acid concentration between x = 0 and the front. At a finite reaction rate the acid concentration at x = 0 is higher, because a = u + b and some base remains.

If D varies with time but remains equal for both species and uniform in space, define T(t) = ∫₀^t D(t′) dt′. Then ∂u/∂T = ∂²u/∂x², and the formula for the front position holds with Dt replaced by T. Differentiating it gives the velocity D(t)x_f/(2T) in place of x_f/(2t). This covers a temperature ramp, provided that the two diffusivities stay equal throughout it.

**How the ratio sets the coefficient**

Dividing numerator and denominator of (r − 1)/(r + 1) by √r gives

erf(η) = (√r − 1/√r)/(√r + 1/√r) = tanh(½ ln r).

Both functions are odd. Replacing r by 1/r changes the sign of ln r and hence of η: exchanging the concentrations reverses the motion. The front enters the side of lower concentration and stands still at r = 1.

Near r = 1, erf(η) ≈ 2η/√π and tanh(½ ln r) ≈ ½ ln r. Equating them gives

η ≈ (√π/4) ln r,
x_f ≈ (√π/2)√(Dt) ln r.

At r = 3 this estimate is 2.1% above the full formula, relative to the full formula; at r = 10 it is 8.1% above. It is useful for sensitivity estimates near balance and should not replace the inverse error function at large ratios.

For r ≫ 1, use erfc(η) = 1 − erf(η):

erfc(η) = 1 − (r − 1)/(r + 1) = 2/(r + 1).

This form also avoids subtracting nearly equal numbers in code. For large η, the integral of exp(−q²) from η to ∞ is, to leading order, exp(−η²)/(2η), because the exponent falls at the rate 2η near the lower limit. Hence erfc(η) ≈ exp(−η²)/(η√π), and

η² ≈ ln[(r + 1)/(2√π η)].

The leading growth is η ~ √(ln r), but this limit is approached slowly: at r = 100 the exact η is 1.65, the implicit relation above gives 1.68, and √(ln r) gives 2.15. Lowering the base concentration at fixed acid concentration therefore moves the front further, but slowly: for D = 1 nm²/s and t = 60 s, raising r from 10 to 100 moves it from 14.6 to 25.5 nm, a factor of 1.75.

**Neutralized amount**

The derivative of erf(X) with respect to x is (2/√π) exp(−X²) · 1/(2√(Dt)) = exp(−X²)/√(πDt). The magnitude of the gradient of u at the front is therefore

G = −∂u/∂x at x_f = (a₀ + b₀) exp(−η²)/(2√(πDt)).

To count the neutralized acid, take the amount per area between a distant fixed point −ℓ and the front, M = ∫ a dx. Its time derivative has a contribution from the moving limit and one from diffusion:

dM/dt = a(x_f,t) dx_f/dt + D ∂a/∂x at x_f − D ∂a/∂x at −ℓ.

The first term vanishes because a = 0 at the front. The last vanishes for ℓ → ∞. On the acid side a = u, so dM/dt = −DG, and the neutralization rate per area is DG. Integrating from 0 to t, with ∫₀^t t′^(−1/2) dt′ = 2√t, gives

N = (a₀ + b₀) exp(−η²) √D/(2√π) · 2√t
  = (a₀ + b₀) √(Dt/π) exp(−η²).

Counting the lost base instead, when x_f > 0, gives

N = b₀x_f + ∫ from x_f to ∞ of (b₀ − b) dx.

The first term is the base initially held in the swept layer. The second is positive: it is the base that has left the region ahead of the front and met acid at the front. This is why N/b₀ overestimates the displacement.

**Worked example**

Take round model parameters a₀ = 0.15 nm⁻³, b₀ = 0.05 nm⁻³, D = 1 nm²/s and t = 60 s. They represent no named resist. Then

r = 0.15/0.05 = 3,
erf(η) = 0.10/0.20 = 0.5, so η = 0.4769,
√(Dt) = √60 nm = 7.746 nm,
x_f = 2 × 0.4769 × 7.746 nm = 7.39 nm = 7.39 × 10⁻⁹ m.

The speed at that time is 7.39 nm/(120 s) = 0.0616 nm/s. At 15 s the diffusion length is half as large, and so is the displacement, 3.69 nm.

With exp(−η²) = 0.7965, the gradient and the neutralized amount are

G = 0.20 × 0.7965/(2√(60π)) nm⁻⁴ = 0.00580 nm⁻⁴,
N = 0.20 × √(60/π) × 0.7965 nm⁻² = 0.696 nm⁻².

The swept layer initially held b₀x_f = 0.369 nm⁻² of base. The remaining 0.327 nm⁻², almost half of the total, came from beyond the present front. About 0.7 pairs have reacted per square nanometre of front, so on that lateral scale the continuum front is an average and not a picture of one edge.

These results were tested against a numerical solution that evolves acid and base as two separate fields and annihilates overlapping pairs. It gives a front at 7.39 nm, a displacement ratio of 2 between 60 and 15 s, and N = 0.696 nm⁻². The profiles and the acid concentration at x = 0 were also tested, at 60 s. For six ratios between 1/3 and 100, each at two concentration levels a factor of ten apart, the point where a = b agrees with the formula within 0.02 nm. The runs for these six ratios used a finite reaction rate, k = 25 nm³/s in the notation of the next section, which leaves that point unchanged; the tests before them used instantaneous annihilation. The numerical output lists the formula values for these ratios.

**Finite reaction rate**

Real quenching takes time. Let R = kab, with a constant rate coefficient k. The equation for u is unchanged, so the point where a = b is still exactly x_f within this model. What changes is the overlap of the two species around that point.

Let y = x − x_f. Close to the front u ≈ −Gy. If the reaction zone is much thinner than √(Dt), diffusion and reaction balance locally:

D ∂²a/∂y² = kab, D ∂²b/∂y² = kab.

Write y = wz, a = GwA(z) and b = GwB(z), with a length w still to be chosen. The acid equation becomes

D(Gw/w²)A″ = kG²w²AB, or A″ = (kGw³/D)AB.

The coefficient becomes one if

w = [D/(kG)]^(1/3).

From a − b = −Gy follows B − A = z. Let S = A + B. Then 4AB = S² − z², and adding the two equations gives

S″ = 2AB = (S² − z²)/2.

Away from the zone one species is absent, so S → |z|. The solution is even in z. Solving this boundary-value problem numerically gives S(0) = 1.0907. At the front A = B = S(0)/2, so each species has the concentration

a(x_f) = b(x_f) = GwS(0)/2.

The local balance neglects the motion of the front and the curvature of u. Relative to the terms kept, both are of order w/√(Dt), but they force an odd correction to the even function S, and an odd correction vanishes at z = 0. The error of the concentration at the front is therefore of relative order w²/(Dt).

Since G ∝ t^(−1/2), the width grows as t^(1/6), while w/√(Dt) falls as t^(−1/3). The condition for a thin zone follows by inserting G:

[w/√(Dt)]³ = 2√π exp(η²)/[k(a₀ + b₀)t].

At fixed r, the sharp-front picture thus needs k(a₀ + b₀)t ≫ 1. It fails at early times, although the a = b point already follows the square-root law.

For k = 25 nm³/s in the example,

w = [1/(25 × 0.00580)]^(1/3) nm = 1.90 nm,
a(x_f) = 0.00580 × 1.90 × 1.0907/2 nm⁻³ = 0.0060 nm⁻³.

The simulated concentration is 0.6% above the formula, relative to the formula, while w²/(Dt) = 0.06. An eightfold rate, k = 200 nm³/s, halves w to 0.95 nm and halves the residual concentration. At both rates the simulated a = b point stays at 7.39 nm.

The higher rate tests the scaling and is not a realistic value. For molecules that react on contact, diffusion limits k to about 4π(D_a + D_b)σ, where D_a and D_b are the diffusivities of acid and base and σ is the capture radius. With both diffusivities at 1 nm²/s and σ = 1 nm, this limit is 25 nm³/s; a rate of 200 nm³/s would need σ = 8 nm. Even at 25 nm³/s the continuum rate law is stretched: w = 1.9 nm is only about twice σ and is smaller than the mean spacing of molecules at the front, (2 × 0.0060 nm⁻³)^(−1/3) ≈ 4.4 nm. The overlap concentrations and widths given here are properties of the mean-field model with constant k, and for real molecules they are estimates of scale.

The length w sets the scale of the reaction zone, not its full extent. At k = 25 nm³/s the reaction rate kab has a full width at half maximum of 5.9 nm, about 3w. This is comparable with the 7.4 nm shift, so an implementation that needs the acid profile near the edge should solve for a and b at finite k, even though the midpoint is known.

**Unequal diffusivities**

If acid and base have different diffusivities D_a and D_b, the diffusion terms no longer combine into a single equation for u. For instantaneous annihilation a front x_f = c√t still exists, but c must be found from a flux balance. Define p = c/(2√D_a) and q = c/(2√D_b). The profiles that have the correct far values and vanish at the front are

a = a₀ − a₀[1 + erf(x/(2√(D_a t)))]/[1 + erf(p)] for x < x_f,
b = b₀ − b₀[1 − erf(x/(2√(D_b t)))]/[1 − erf(q)] for x > x_f.

Each solves its own diffusion equation, since constants and error functions of this argument do. The fluxes into the front, −D_a ∂a/∂x from the left and D_b ∂b/∂x from the right, must be equal because the species vanish in pairs. Using the derivative of the error function found above and cancelling the common factor 1/√(πt) gives

a₀√D_a exp(−p²)/[1 + erf(p)] = b₀√D_b exp(−q²)/[1 − erf(q)].

Time has dropped out, which confirms the form c√t. For D_a = D_b = D, p = q = η and the square roots and exponentials cancel:

a₀[1 − erf(η)] = b₀[1 + erf(η)],
a₀ − b₀ = (a₀ + b₀) erf(η).

This is the earlier result, now obtained from flux balance.

With unequal diffusivities the concentration ratio alone no longer decides even the direction. For a₀ = b₀ = 0.05 nm⁻³, D_a = 4 nm²/s and D_b = 1 nm²/s, the flux balance puts the front at 6.7 nm after 60 s, where equal diffusivities would leave it at zero. The simulation also gives 6.7 nm. The test allowed 0.3 nm here, because annihilation in finite time steps lets the species interpenetrate by roughly 0.1 to 0.2 nm. For a small acid with a bulky quencher, the flux balance therefore replaces the equal-diffusivity formula in the limit of instantaneous annihilation.

At a finite rate, the point where a = b no longer coincides with this front. In a thin reaction zone D_a ∂²a/∂x² = D_b ∂²b/∂x² = kab, so D_a a − D_b b varies linearly across the zone and vanishes at the front to leading order. There b ≈ (D_a/D_b)a. In this example that is 4a in the limit of a very thin zone, and 3.4a at k = 25 nm³/s after 60 s. The point where a = b therefore lies further back on the acid side. At k = 25 nm³/s it is at 4.6 nm after 60 s instead of 6.7 nm. If that difference matters, solve for a and b at finite k.

**Finite film**

Now place impermeable walls at x = −L and x = L, with equal diffusivities again. The condition ∂u/∂x = 0 at the walls is met by a constant and by sin(κx) with κ = nπ/(2L) and n odd, because cos(nπ/2) = 0. The initial step is (a₀ − b₀)/2 − [(a₀ + b₀)/2] sgn(x). The sine coefficients of sgn(x) are

(2/L) ∫₀^L sin(κx) dx = 2/(κL) = 4/(nπ).

Each mode decays as exp(−Dκ²t), so the front satisfies

Σ over odd n of [4/(nπ)] sin(κx_f) exp(−Dκ²t) = (a₀ − b₀)/(a₀ + b₀).

For a₀ > b₀ the film holds more acid than base, so the base must run out and the front must reach the wall x = L. Keeping the mode n = 1, for which sin(κL) = 1, gives

(4/π) exp[−π²Dt_w/(4L²)] = (a₀ − b₀)/(a₀ + b₀),
t_w ≈ [4L²/(π²D)] ln{4(a₀ + b₀)/[π(a₀ − b₀)]}.

To check the neglect of n = 3, let E = exp[−π²Dt_w/(4L²)]. The n = 3 term decays as E⁹ and carries a factor 1/3, so relative to the first its size is E⁸/3. Since E = (π/4)(a₀ − b₀)/(a₀ + b₀), this is about 0.0002 for r = 3, and t_w is accurate there. At large r even a small neglected term matters, because the logarithm in t_w is itself small: it tends to ln(4/π) = 0.24, whereas the true wall time tends to zero. The formula gives a time 2.5% too long at r = 10 and 41% too long at r = 100. For large ratios, solve the full series with x_f = L for the time instead.

For L = 30 nm and the example parameters, the film front at 60 s agrees with the unbounded formula at 7.39 nm. At 240 s it is at 16.4 nm, whereas the unbounded formula gives 14.8 nm. It reaches the wall at

t_w = [3600/π²] ln(8/π) s = 341 s,

while the unbounded law would predict 989 s. The simulation was tested at 0.99t_w, when base remained, and at 1.01t_w, when none did. Once the walls matter, the sine series should replace the square-root law.

**Use in an implementation**

For equal diffusivities and a wide region, compute η from erf(η) = (a₀ − b₀)/(a₀ + b₀), or from erfc(η) = 2b₀/(a₀ + b₀) when acid is in large excess, and multiply by 2√(Dt). The front reaches a position x > 0 at t = x²/(4η²D), provided that a₀ > b₀. For a₀ ≤ b₀ it never enters x > 0. Only for instantaneous annihilation is this also the arrival of the first acid. At a finite rate some acid runs ahead of the front: in the worked example with k = 25 nm³/s, the acid concentration at x = 7.39 nm passes 1% of a₀ after about 27 s, while the front arrives at 60 s.

The front is a boundary between acid and base. It is not by itself the developed resist edge, which also depends on the acid concentration at each point throughout the bake and on how the resist responds to it.

Table of computed values

```
acid a0 = 0.15 nm^-3, base b0 = 0.05 nm^-3, ratio = 3.00
diffusivity D = 1.00 nm^2/s, time t = 60.0 s
diffusion length sqrt(D t) = 7.746 nm
erf(eta) = 0.5000, eta = 0.47694
front position, formula = 7.3887 nm = 7.3887e-09 m
front speed at t = 0.06157 nm/s
gradient G at front = 0.005802 nm^-4
neutralization rate per area D*G = 0.005802 nm^-2 s^-1
neutralized per area, formula = 0.69621 nm^-2
base first held in swept layer b0*x_f = 0.36943 nm^-2
simulated front at 15.0 s = 3.6943 nm
simulated front at 60.0 s = 7.3886 nm
simulated neutralized per area = 0.69621 nm^-2
simulated acid at x = 0 = 0.05000 nm^-3
ratio a0/b0, eta, front at t (nm), small-log estimate (nm):
    0.3333  -0.47694   -7.3887   -7.5416
    1.0000   0.00000    0.0000    0.0000
    1.5000   0.17914    2.7753    2.7834
    3.0000   0.47694    7.3887    7.5416
   10.0000   0.94411   14.6261   15.8065
  100.0000   1.64761   25.5247   31.6130
scaled concentration sum at front s(0) = 1.09071
rate k = 25 nm^3/s: zone width w = 1.9033 nm, a=b point = 7.3886 nm
  acid at front: formula 0.006022, simulated 0.006058 nm^-3
rate k = 200 nm^3/s: zone width w = 0.9516 nm, a=b point = 7.3886 nm
  acid at front: formula 0.003011, simulated 0.003017 nm^-3
equal concentrations 0.05 nm^-3, acid D = 4.0, base D = 1.0 nm^2/s:
  front at t: formula 6.735 nm, simulated 6.66 nm
film with walls at +/- 30.0 nm:
  t = 60.0 s: film front 7.3887 nm, unbounded 7.3887 nm
  t = 240.0 s: film front 16.4098 nm, unbounded 14.7773 nm
  front reaches wall at 340.9 s; unbounded law would give 989.1 s
```
